\section*{Extrapolating bulk thermal conductivity from short cells with two phonon groups}

\section*{Problem}

In a simulation of heat flow, a crystal of length $L$ is held between a hot and a cold reservoir. Its conductivity $k(L)$ is the heat flux times $L$ divided by the temperature difference $\Delta T$. One route to the bulk value is to compute $k$ for several lengths, plot $1/k$ against $x=1/L$, draw a straight line and read off its value at $x=0$. This sheet examines that route when phonons of very different mean free paths carry the heat.

Group $i$ has heat capacity per volume $C_i$, speed $v_i$, mean free path $\Lambda_i$ and bulk conductivity $k_i$. The groups are isotropic, the response is linear in $\Delta T$, and the reservoirs are black: they absorb every arriving phonon and emit equally in all directions. Within each group, scattering in the crystal and loss at the ends are combined by adding inverse lengths,
\begin{equation}
\frac{1}{\Lambda_{i,\mathrm{eff}}}=\frac{1}{\Lambda_i}+\frac{c}{L},
\qquad
k(L)=\sum_i k_i f_i,\qquad f_i=\frac{1}{1+a_i x},\quad a_i=c\Lambda_i .
\label{law}
\end{equation}
This size law is an interpolation, not an exact solution of the transport problem. The bulk value is $K=\sum_i k_i$.

Take two groups with $k_1=k_2=50$ W/(m K), $\Lambda_1=100$ nm and $\Lambda_2=10000$ nm.

\begin{enumerate}
\item[(a)] Find $c$ from the limit $L\ll\Lambda_i$.
\item[(b)] Compute $k$ for $L=200,300,400,600,800$ nm, fit the line, and compare its prediction with $K$.
\item[(c)] For any set of groups, find the value $K_{\rm app}$ extrapolated from two cells. Is it above or below $K$?
\item[(d)] Extend the answer to least-squares fits, and find the range of $K_{\rm app}$ that cells with $L\le1000$ nm can give.
\item[(e)] Does the quality of the fit reveal the error? How long must two cells $L$ and $2L$ be to give 90\% of $K$?
\item[(f)] Does the conclusion survive when the size law is replaced by a transport calculation?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Without scattering, the phonons moving away from each reservoir keep that reservoir's temperature. Integrate the flux over directions.
\item[(b)] Treat the groups separately before adding them. Conductivities add; their inverses do not.
\item[(c)] Write the intercept of the line through two points, then simplify $x_Bf_{iB}-x_Af_{iA}$.
\item[(d)] Least-squares residuals are orthogonal to $1$ and to $x$. How often must they change sign? Then study the intercept of a tangent to $1/k$.
\item[(e)] Ask at what $x$ the long-path group loses half of its conductivity, and whether the data reach that region.
\item[(f)] The groups now exchange energy through a common local temperature.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The end constant}

Let $\mu$ be the cosine of the angle between a phonon's velocity and the heat-flow axis. Measure temperature from that of the cold reservoir, in units of $\Delta T$, and call the value carried by group $i$ in direction $\mu$ $\phi_i$. The flux of the group is
\begin{equation}
q_i=\frac{C_iv_i\Delta T}{2}\int_{-1}^{1}\mu\,\phi_i\,d\mu .
\label{flux}
\end{equation}
In the ballistic limit $\phi_i=1$ for $\mu>0$ and $\phi_i=0$ for $\mu<0$, so $q_i=C_iv_i\Delta T/4$.

In the bulk, a phonon arriving at a point carries on average the temperature found one mean free path upstream. With local temperature $\theta(z)$ of constant slope $\theta_z$, this means $\phi_i=\theta-\mu\Lambda_i\theta_z$. The first term integrates to zero in Eq.~(\ref{flux}); the second gives $q_i=-(C_iv_i\Lambda_i/3)\,\Delta T\,\theta_z$. Hence $k_i=C_iv_i\Lambda_i/3$. Eliminating $C_iv_i$ from the ballistic flux,
\begin{equation}
k_{i,\rm eff}=\frac{q_iL}{\Delta T}=\frac{C_iv_iL}{4}=\frac{3k_iL}{4\Lambda_i}.
\end{equation}
For small $L$, Eq.~(\ref{law}) gives $k_iL/(c\Lambda_i)$. The two agree if $c=4/3$.

\subsection*{(b) The five cells}

For $L=200$ nm, $c\Lambda_1/L=133.33/200=0.6667$ and $c\Lambda_2/L=13333/200=66.67$. The groups contribute $50/1.6667=30.00$ and $50/67.67=0.74$ W/(m K). The same steps give, in W/(m K),

\begin{center}
\begin{tabular}{rrrr}
$L$ (nm) & group 1 & group 2 & $k(L)$\\
200 & 30.00 & 0.74 & 30.74\\
300 & 34.62 & 1.10 & 35.72\\
400 & 37.50 & 1.46 & 38.96\\
600 & 40.91 & 2.15 & 43.06\\
800 & 42.86 & 2.83 & 45.69
\end{tabular}
\end{center}

Write $R=1/k$. The mean of $x$ is $\bar x=2.75\times10^{-3}$ nm$^{-1}$ and the mean of $R$ is $\bar R=0.02626$ m K/W. The least-squares slope and intercept are
\begin{align}
s&=\frac{\sum_j(x_j-\bar x)R_j}{\sum_j(x_j-\bar x)^2}
=\frac{2.512\times10^{-5}}{8.889\times10^{-6}}
=2.826\ \mathrm{nm\,m\,K/W},\\
b&=\bar R-s\bar x=0.02626-0.00777=0.01849\ \mathrm{m\,K/W}.
\end{align}
The extrapolated conductivity is $1/b=54.1$ W/(m K). The true bulk value in this model is 100 W/(m K), so the line misses 45.9\% of it.

The slope gives a mean free path too. For a single group $R=(1+c\Lambda x)/K$, so $\Lambda=s/(bc)$. Here that yields 114.6 nm, close to $\Lambda_1$. The fit has found the short-path group and little else: group 1 alone would extrapolate to 50 W/(m K), and group 2 adds about 4 W/(m K) instead of its 50.

\subsection*{(c) Two cells and any set of groups}

Let cells $A$ and $B$ have $x_A<x_B$. The line through their two points has the intercept
\begin{equation}
b=\frac{x_BR_A-x_AR_B}{x_B-x_A}
=\frac{x_Bk_B-x_Ak_A}{(x_B-x_A)\,k_Ak_B},
\end{equation}
where the second form follows from $R=1/k$ over a common denominator. For each group,
\begin{align}
x_Bf_{iB}-x_Af_{iA}
&=\bigl[x_B(1+a_ix_A)-x_A(1+a_ix_B)\bigr]f_{iA}f_{iB}\nonumber\\
&=(x_B-x_A)f_{iA}f_{iB},
\end{align}
because the terms in $a_ix_Ax_B$ cancel. Multiplying by $k_i$, summing, and inverting $b$,
\begin{equation}
K_{\rm app}=\frac{k_Ak_B}{S},\qquad S=\sum_ik_if_{iA}f_{iB}.
\label{secant}
\end{equation}

To compare with $K$, expand the double sum
\begin{equation}
\frac12\sum_{i,j}k_ik_j(f_{iA}-f_{jA})(f_{iB}-f_{jB})=KS-k_Ak_B .
\end{equation}
The two products with equal group indices each give $KS$, the two mixed products each give $-k_Ak_B$, and the factor $1/2$ removes the doubling. Dividing by $S$,
\begin{equation}
K-K_{\rm app}=\frac{1}{2S}\sum_{i,j}k_ik_j(f_{iA}-f_{jA})(f_{iB}-f_{jB})\ \ge 0 .
\label{deficit}
\end{equation}
A longer mean free path means a smaller $f$ in both cells, so the two brackets have the same sign and no term is negative. Within the size law the extrapolation therefore underestimates the bulk value unless all mean free paths are equal. In that case the size law makes the plot a true straight line, and its intercept gives $K$.

For the cells of 200 and 800 nm, the table gives $S=(30.00\times42.86+0.74\times2.83)/50=25.76$ W/(m K). Then $K_{\rm app}=30.74\times45.69/25.76=54.5$ W/(m K), close to the five-cell result.

\subsection*{(d) Least squares and the reachable range}

\paragraph{A fitted line is a secant.} With positive weights $w_j$, the residuals $r_j$ of a least-squares line obey $\sum_jw_jr_j=0$ and $\sum_jw_jx_jr_j=0$. Suppose they are not all zero. If they had one sign, the first sum could not vanish. If they changed sign once, at $x_*$, every nonzero term of $\sum_jw_j(x_j-x_*)r_j$ would have the same sign, and this sum could not vanish either. So the residuals change sign at least twice, and by continuity the line cuts the curve $R(x)$ at two points inside the range of the data. If all residuals vanish, the line passes through the data points themselves. Either way it is a secant, and part (c) applies with $A$ and $B$ at the crossing points.

\paragraph{The curve is concave.} Let subscripts $x$ denote derivatives, and let $g_i=a_if_i$. From $f_{i,x}=-f_ig_i$ and $g_{i,x}=-g_i^2$,
\begin{equation}
k_x=-\sum_ik_if_ig_i,\qquad k_{xx}=2\sum_ik_if_ig_i^2 .
\end{equation}
Define the average $\langle g\rangle=\sum_ik_if_ig_i/k$. Then
\begin{equation}
R_{xx}=\frac{2k_x^2}{k^3}-\frac{k_{xx}}{k^2}
=-\frac{2}{k}\bigl(\langle g^2\rangle-\langle g\rangle^2\bigr).
\end{equation}
The bracket is a variance, positive when the mean free paths differ.

\paragraph{Tangents bound secants.} A tangent at $x$ has intercept $R-xR_x$, whose derivative is $-xR_{xx}>0$. The intercept thus rises, and the extrapolated conductivity falls, as the cells become shorter. Concavity puts the slope of a secant between those of the tangents at its ends: $R_x(x_B)<s<R_x(x_A)$. Since $b=R_A-x_As=R_B-x_Bs$, the secant's intercept also lies between the two tangent intercepts.

The conductivity read from a tangent follows from $R_x=-k_x/k^2$:
\begin{equation}
K_{\rm tan}=\frac{k^2}{k+xk_x}
=\frac{\bigl(\sum_ik_if_i\bigr)^2}{\sum_ik_if_i^2},
\label{tangent}
\end{equation}
where $k+xk_x=\sum_ik_if_i(1-a_ixf_i)$ and $1-a_ixf_i=f_i$ were used. At $L=1000$ nm, $f_1=0.8824$ and $f_2=0.0698$, so
\begin{equation}
K_{\rm tan}=50\times\frac{(0.9521)^2}{0.7834}=57.9\ \mathrm{W/(m\,K)} .
\end{equation}
Within the size law, this is an upper bound for every noise-free fit to two or more different cells with $L\le1000$ nm.

The lower bound comes from $x\to\infty$, where $f_i\to1/(a_ix)$ and both $x$ and $c$ cancel:
\begin{equation}
K_{\rm tan}\to\frac{\bigl(\sum_ik_i/\Lambda_i\bigr)^2}{\sum_ik_i/\Lambda_i^2}
=K\,\frac{(\Lambda_1+\Lambda_2)^2}{2(\Lambda_1^2+\Lambda_2^2)}
=51.0\ \mathrm{W/(m\,K)} .
\label{short}
\end{equation}
The last two forms hold for two equal groups. Within the size law, submicrometre cells thus give between 51.0 and 57.9 W/(m K), whatever their number, spacing or positive weights. These bounds are not exact for the transport equations of part (f), which depart from the ballistic limit at a different rate; very short cells can then fall below the lower value. Adding more cells in the same window does not cure the error of a straight-line fit.

\subsection*{(e) A good fit and a wrong intercept}

The fit in part (b) has $R^2=0.99933$, and the largest misfit of $k$ is 0.61\% of the computed value. Nothing in these figures suggests a missing half.

The reason lies in the region the data do not reach. Group 2 falls to half its bulk conductivity at $x=1/(c\Lambda_2)=7.5\times10^{-5}$ nm$^{-1}$, while the smallest $x$ in the fit is $1.25\times10^{-3}$ nm$^{-1}$. The steep bend of $1/k$ lies between the last data point and the axis. Within the data, group 2 is nearly ballistic: its contribution grows almost in proportion to $L$ and stays below 3 W/(m K).

Random error hides the curvature further. Let each $R_j$ carry an independent error of 5\%. The intercept is the linear combination $b=\sum_jh_jR_j$ with $h_j=1/5-\bar x(x_j-\bar x)/\sum_l(x_l-\bar x)^2$, so its variance is $\sum_j(0.05\,h_jR_j)^2$. To first order, the spread of $1/b$ is the spread of $b$ divided by $b^2$, which gives 3.8 W/(m K). The systematic deficit of 45.9 W/(m K) is about twelve times larger, so the statistical error bar gives no warning of it. The 5\% noise also exceeds the 0.61\% misfit that would betray the bend.

For a pair $L$, $2L$, setting $K_{\rm app}=0.9K$ in Eq.~(\ref{secant}) and solving numerically gives $L=9052$ nm. The cells must then be about 9 and 18 micrometres long, comparable with $\Lambda_2$. This length applies to these two groups, to the size law with $c=4/3$ and to data without noise. With the transport equations of part (f), 90\% is reached earlier, near $L\approx6800$ nm, so only the order of magnitude of this length is firm.

\subsection*{(f) A transport calculation}

The size law treats the groups as independent. In the Boltzmann equation with relaxation times they share a local temperature $\theta(z)$:
\begin{equation}
\mu\Lambda_i\frac{\partial\phi_i}{\partial z}=\theta-\phi_i,\qquad
\sum_i\frac{C_iv_i}{\Lambda_i}\Bigl(\theta-\frac12\int_{-1}^{1}\phi_i\,d\mu\Bigr)=0 .
\end{equation}
The first equation relaxes each group toward $\theta$; the second conserves energy. Phonons leave the hot wall with $\phi_i=1$ and the cold wall with $\phi_i=0$. The products $C_iv_i=3k_i/\Lambda_i$ are already fixed, so no new parameter enters. The bulk solution of part (a) satisfies both equations, so the bulk value is still $K$.

Solved numerically for the five cells, these equations give conductivities from 30.0 to 45.3 W/(m K). The size law differs from them by at most 2.5\%, relative to the transport result. The same straight-line fit to the transport data gives 54.1 W/(m K), so the underestimate is not produced by the interpolation.

A cell of 10000 nm gives 72.2 W/(m K) from the transport equations and 70.8 W/(m K) from the size law. A finite cell thus conducts a third better than the ``bulk'' extrapolated from the short ones. One long cell of this kind is a direct way to expose the failure.

\subsection*{Relation to real crystals}

The parameters are round numbers in the rough regime of a light covalent semiconductor near room temperature, where the bulk conductivity is of order 100 W/(m K) and the heat-carrying mean free paths span several decades. Real crystals have a continuous distribution, and placing half of the heat at 10 micrometres gives long paths much more weight than they have in a crystal such as silicon at room temperature. The deficit of 45.9\% is therefore an illustration, not an estimate for a particular material. A broad spectrum need not give a much smaller one: with the conductivity spread evenly in $\ln\Lambda$ from 30 nm to 30 micrometres, only 16\% of it lies above 10 micrometres, yet the five cells extrapolate to 55\% of $K$ within the size law. With $\Lambda_1$ and the weights fixed, a shorter $\Lambda_2$ (still longer than $\Lambda_1$) raises $f_2$ in both cells. In Eq.~(\ref{deficit}) this reduces the differences and increases $S$, so the underestimate shrinks. Spreading each group evenly in $\ln\Lambda$, by a factor of 3 either way, changes the five-cell result from 54.1 to 53.4 W/(m K): the sharpness of the groups is not what causes the error. A finite temperature drop matters far less. If $k\propto1/T$, averaging it over a 30 K interval centred on 300 K changes it by 0.083\%. The model does not include the error made by classical molecular dynamics in the heat capacities of the groups.

\section*{Variation 1: other end conditions}

\emph{Other cell geometries and thermostats can change $c$. What happens to the five-cell result for $c=2$ and $c=4$, with the lengths and groups held fixed?}

In Eq.~(\ref{law}), $c$ and $L$ enter through $L/c$ alone. Raising $c$ is therefore equivalent to shortening every cell by the same factor, which moves the data further from the bulk. The extrapolated value falls from 54.1 to 53.1 W/(m K) for $c=2$ and to 52.1 W/(m K) for $c=4$. It approaches the limit of 51.0 W/(m K) in Eq.~(\ref{short}), which does not contain $c$. Raising $c$ from 4/3 to 4 thus lowers the answer by about 4\% of its value and makes the underestimate slightly worse. A smaller $c$ would act like longer cells and reduce the underestimate.

\section*{Variation 2: a hotter crystal}

\emph{The crystal works at 400 K instead of 300 K. Let both mean free paths vary as $1/T$, with $C_iv_i$ and the cell lengths fixed. Does the extrapolation improve?}

Both $\Lambda_i$ and both $k_i$ are multiplied by $300/400=0.75$, so the bulk value becomes 75.0 W/(m K). The ratio $K_{\rm app}/K$ depends on the ratios $\Lambda_i/L$, so the change acts on it as if each cell were longer by a factor $4/3$. The five cells now give 41.3 W/(m K), or $41.3/75.0=55\%$ of the bulk value, compared with 54\% at 300 K. The improvement is slight because the long mean free path, now 7500 nm, is still more than nine times the longest cell.

The numerical output below lists the main values used in this sheet; intermediate values follow from them by the steps shown.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bulk conductivity: 100.0 W/(m K)
bulk part of each group: 50.0 W/(m K)
mean free paths: 100 and 10000 nm
end-scattering constant c: 1.3333
cell L (nm): short-path, long-path, total k; Boltzmann k (W/(m K))
  200: 30.00, 0.74, 30.74; 29.99
  300: 34.62, 1.10, 35.72; 35.03
  400: 37.50, 1.46, 38.96; 38.35
  600: 40.91, 2.15, 43.06; 42.58
  800: 42.86, 2.83, 45.69; 45.30
fit intercept: 0.01849 m K/W
fit slope: 2.8264 nm m K/W
fit R squared: 0.99933
largest misfit of k: 0.61 %
extrapolated conductivity: 54.08 W/(m K)
underestimate: 45.9 %
apparent mean free path: 114.6 nm
upper bound, all L <= 1000 nm: 57.86 W/(m K)
lower bound, short-cell limit: 51.00 W/(m K)
L for 90 % of bulk from pair L, 2L: 9052 nm
extrapolated from Boltzmann k: 54.12 W/(m K)
largest size-law error, five cells: 2.49 %
Boltzmann k at 10000 nm: 72.2 W/(m K)
size-law k at 10000 nm: 70.8 W/(m K)
extrapolated with c = 2: 53.09 W/(m K)
extrapolated with c = 4: 52.06 W/(m K)
extrapolated, paths spread by 3 each way: 53.37 W/(m K)
bulk at 400 K (paths as 1/T): 75.0 W/(m K)
extrapolated at 400 K: 41.29 W/(m K)
effect of 30 K drop at 300 K: 0.083 %
random error assumed per cell: 5 %
resulting spread of extrapolated k: 3.8 W/(m K)
\end{verbatim}
